\section*{When weak phonon absorption dominates leakage in a two-dimensional tunnel transistor}

\section{The result}

Two ways in which an electron can leak through a switched-off tunnel transistor are compared here. It can keep its energy and tunnel through the whole channel, or absorb one phonon near the source and travel in the channel conduction band. The first path costs a factor $e^{-2\kappa L}$, where $L$ is the channel length and $\kappa$ the decay constant of the wave function in the channel. The second costs a factor $P\ll1$, the price of a phonon event, which hardly depends on $L$ in a long channel. The phonon path therefore wins when, roughly,
\begin{equation}
P>e^{-2\kappa L},\qquad\text{or}\qquad L>L_*=\frac{\ln(1/P)}{2\kappa}.
\label{eq:result}
\end{equation}

This needs a second condition: the source must hold no carriers at the energy that the phonon supplies. A tunnel transistor meets it because that energy lies in the gap of its p-type source. An ordinary n-type source does not, and there weak phonon absorption stays a small correction. In the example below, $P=1.6\times10^{-3}$, yet at $L=15$ nm the phonon current exceeds the elastic one by a factor of $1.6\times10^4$.

\section{Model and elastic path}

Let energy be zero at the source valence edge. The undoped channel has its conduction edge at $\delta>0$, and the n-type drain has its conduction edge below zero. The phonon energy is $W$, with $0<\delta<W$ unless stated otherwise. Near the gap the sheet is described by a massive Dirac band pair,
\begin{equation}
(E-U)^2=m^2+v^2(k_x^2+k_y^2),
\label{eq:disp}
\end{equation}
where $U(x)$ is the midgap energy, $2m$ the gap, $v$ is $\hbar$ times a velocity, and $x$ runs from source to drain. Expanding near the conduction edge gives $E-U\simeq m+v^2k^2/2m$. Comparison with $\hbar^2k^2/2M$ gives $v^2=\hbar^2m/M$ for effective mass $M$.

Inside the gap $k_x=i\kappa$, so that
\begin{equation}
\kappa=\frac{1}{v}\sqrt{m^2+v^2k_y^2-(E-U)^2}.
\label{eq:kappa}
\end{equation}
The most favourable elastic electron has $E=0$ and $k_y=0$. In the channel $U=\delta-m$, hence $E-U=m-\delta$ and
\begin{equation}
\kappa=\frac{\sqrt{m^2-(m-\delta)^2}}{v}=\frac{\sqrt{2m\delta-\delta^2}}{v}.
\label{eq:channel}
\end{equation}
The probability contains the squared amplitude, hence the factor $e^{-2\kappa L}$.

Before the channel comes the source junction. If $U$ falls linearly with slope $-F$, then $u=E-U$ rises with $du=F\,dx$. For $k_y=0$ the junction exponent is
\begin{align}
S_0&=2\int\kappa\,dx
=\frac{2}{Fv}\int_{-m}^{m}\sqrt{m^2-u^2}\,du\nonumber\\
&=\frac{2}{Fv}\,\frac{\pi m^2}{2}=\frac{\pi m^2}{Fv},
\label{eq:S0}
\end{align}
because the integral is the area of a half disc of radius $m$. Both paths pay for the junction. The elastic path pays for the channel as well.

The elastic current per width is
\begin{align}
J_{\rm el}&=\frac{ge}{h}\int dE\,T_{\rm el}(E)\,[f_S(E)-f_D(E)],\nonumber\\
T_{\rm el}&=\int\frac{dk_y}{2\pi}\,T(E,k_y),
\label{eq:elastic}
\end{align}
with $g=2$ spin-valley species and Fermi functions $f_S$, $f_D$ of source and drain.

\section{The phonon path}

\subsection{Strength of one event}

Let a dispersionless optical phonon shift the electron energy by $D\,u(\mathbf r)$, where $D$ is the deformation potential and $u$ the lattice displacement. For mass density $\rho$ and area $A$,
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar^2}{2\rho AW}}
\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+b_{\mathbf q}^{\dagger}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
Absorption from a mode with $N$ phonons has squared amplitude proportional to $N$, whose thermal mean is $n=1/(e^{W/k_BT}-1)$. Different modes leave different phonon states, so their probabilities add. With $\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=A\,\delta(\mathbf r-\mathbf r')$, the summed squared matrix element between states $i$ and $f$ is
\begin{equation}
Kn\int d^2r\,|\psi_f|^2|\psi_i|^2,\qquad K=\frac{\hbar^2D^2}{2\rho W}.
\label{eq:K}
\end{equation}

The Dirac state has two orbital components. I let each couple to its own phonons, so the integrand means a sum of products, component by component. A shared phonon would add an interference term. If $S$ and $R$ are the two $2\times2$ density matrices, then $|S_{12}|^2\le S_{11}S_{22}$, and likewise for $R$, so
\begin{equation}
2|S_{12}R_{21}|\le2\sqrt{S_{11}R_{11}S_{22}R_{22}}\le S_{11}R_{11}+S_{22}R_{22}.
\end{equation}
Interference can thus at most double the phonon current. It could also lower it, but near a band edge one component dominates and the term is small.

\subsection{From rate to current}

Define the spectral density of states fed by the source, $a_S(x,E)=2\pi\sum_i|\psi_i|^2\delta(E-E_i)$, and let $a_D$ be the same quantity for states that leave into the drain. The golden rule gives, per width,
\begin{align}
\text{rate}&=\frac{2\pi}{\hbar}Kn\int dE\int dx\,
\frac{a_S(x,E)}{2\pi}\frac{a_D(x,E+W)}{2\pi}\nonumber\\
&=\frac1h\int dE\;n\,T_{\rm ph}(E),\nonumber\\
T_{\rm ph}(E)&=K\int dx\,a_S(x,E)\,a_D(x,E+W),
\label{eq:Tph}
\end{align}
since $(2\pi/\hbar)/(2\pi)^2=1/(2\pi\hbar)=1/h$. The initial state must be filled and the final state empty. Emission on the way back carries $n+1$, so
\begin{align}
J_{\rm ph}=\frac{ge}{h}\int dE\,T_{\rm ph}\big\{&n f_S(E)[1-f_D(E+W)]\nonumber\\
-&(n+1)f_D(E+W)[1-f_S(E)]\big\}.
\label{eq:Jph}
\end{align}
At equal chemical potentials, $f/(1-f)=e^{-(E-\mu)/k_BT}$. The ratio of the first term to the second is then $\frac{n}{n+1}e^{W/k_BT}=1$, and the current vanishes as it must.

Equation (\ref{eq:Tph}) is first order in $K$. It was tested against a scattering problem with two separate phonon modes, solved to all orders in the coupling but keeping only the states with no phonon or one phonon absorbed. The modes were placed 1.5 and 3.5 nm from the start of a 3 nm junction with a 6 nm channel. For an electron at $-7$ meV and a coupling of 10 meV per mode, the relative difference was $6\times10^{-6}$.

\subsection{Where the electron changes energy}

Suppose the electron absorbs the phonon at $x_0$ inside a uniform-field junction, with $k_y=0$ before and after the event. The exponent is
\begin{equation}
\Phi(x_0)=2\int_{x_1}^{x_0}\kappa(E,x)\,dx+2\int_{x_0}^{x_2}\kappa(E+W,x)\,dx,
\end{equation}
where $x_1$ and $x_2$ are the turning points. Its derivative, $2[\kappa(E,x_0)-\kappa(E+W,x_0)]$, vanishes when $u^2=(u+W)^2$, that is at $u=-W/2$. Since
\begin{equation}
\kappa^2(E)-\kappa^2(E+W)=\frac{(u+W)^2-u^2}{v^2}=\frac{W(2u+W)}{v^2}
\end{equation}
rises with $x$ from negative to positive, this point is a minimum of $\Phi$. With $h_W=W/2<m$, the electron tunnels from $u=-m$ to $-h_W$, jumps to $+h_W$, and tunnels on to $m$. The two pieces are equal, and
\begin{equation}
\int_{h_W}^{m}\!\sqrt{m^2-u^2}\,du=\frac{\pi m^2}{4}-\frac12\left[h_W\sqrt{m^2-h_W^2}+m^2\arcsin\frac{h_W}{m}\right].
\end{equation}
Adding both and multiplying by $2/(Fv)$ gives
\begin{equation}
S_W=\frac{2}{Fv}\left[\frac{\pi m^2}{2}-h_W\sqrt{m^2-h_W^2}-m^2\arcsin\frac{h_W}{m}\right].
\label{eq:SW}
\end{equation}
For $W\ll m$ the last two terms are each about $mW/2$, so $S_W\simeq S_0-2mW/(Fv)$.

The spread of event positions also matters. At the minimum, with $\kappa_0=\kappa(u=-W/2)$,
\begin{equation}
\Phi''=2\,\frac{d}{dx}\,\frac{\kappa^2(E)-\kappa^2(E+W)}{2\kappa_0}=\frac{2WF}{v^2\kappa_0}.
\end{equation}
The Gaussian integral over $x_0$ is proportional to $F^{-1/2}$. In the next formula $T_{\rm ph}$ stands for the value at $k_y=0$ before and after the event; integrating over both wave numbers would add further powers of $F$. For two fields,
\begin{equation}
\ln\frac{T_{\rm ph}(F_2)}{T_{\rm ph}(F_1)}\simeq S_W(F_1)-S_W(F_2)-\frac12\ln\frac{F_2}{F_1}.
\end{equation}
A deliberately large quantum of 0.4 eV makes the reduction visible. Between fields of 0.06 and 0.09 V/nm this formula gives 9.78, and the lattice calculation 9.82. Using $S_0$ in place of $S_W$ would give about 18.

\section{Why the source must filter energies}

Absorption lifts an electron from $E$ to $E+W$ with statistical weight $nf_S(E)$. If the source also has states at $E+W$, electrons already there can take the easier path elastically, with weight $f_S(E+W)$. For a nondegenerate source $f_S(E+W)=f_S(E)e^{-W/k_BT}$, and
\begin{equation}
\frac{nf_S(E)}{f_S(E+W)}=\frac{e^{W/k_BT}}{e^{W/k_BT}-1}=n+1.
\label{eq:filter}
\end{equation}
The phonon offers $n+1$ times the supply that heat has already provided, and charges the coupling probability for it. At 300 K and $W=30$ meV, $n+1=1.46$, which cannot repay a weak coupling.

The p-type source removes this competitor: $E+W$ lies in its gap, and the elastic weight there is zero. The comparison is then between $P$ and $e^{-2\kappa L}$.

As a control, the source was replaced by an n-type one, with its conduction edge at $-0.2$ eV and chemical potential at $-0.3$ eV. The 15 nm channel, its edge and the drain edge stayed the same. Absorption by electrons starting below the channel edge, with the last 8 nm of the source included in the count, then gave 2.1\% of the elastic current. This share grows with the length of source counted, because both the initial and the raised state propagate there. Such events in the source are part of the exchange that keeps its electrons thermal, and are not an extra current.

\section{Weighing the two currents in an example}

\subsection{Parameters}

The regime is that of a monolayer MoTe$_2$ tunnel transistor, with rough typical material values: gap 1.1 eV, mass 0.5 electron masses, phonon energy 30 meV, deformation potential 20 eV/nm, and a mass density $\rho$ of 351 atomic mass units per cell of 0.107 nm$^2$. These give $v=0.2895$ eV\,nm and $K=8.5\times10^{-5}$ eV$^2$\,nm$^2$. The source junction and the potential ramp into the drain are each 3 nm wide, $\delta=15$ meV, $T=300$ K, and the source chemical potential lies at its valence edge. The bias of 0.4 V puts the drain chemical potential and conduction edge at $-0.4$ eV.

Each event is weak. The density of states per species at the conduction edge is $M/(2\pi\hbar^2)$, so the absorption rate is
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,Kn\,\frac{M}{2\pi\hbar^2}=\frac{KnM}{\hbar^3},
\end{equation}
which gives $\tau=2.6$ ps for $n=0.456$.

\subsection{The elastic cost}

Equation (\ref{eq:channel}) gives
\begin{equation}
2\kappa=\frac{2\sqrt{1.1\times0.015-0.015^2}}{0.2895}\ \text{nm}^{-1}=0.881\ \text{nm}^{-1}.
\end{equation}
For $L=15$ nm, $e^{-2\kappa L}=1.8\times10^{-6}$. The computed elastic current is $2.0\times10^{-4}$ pA/$\mu$m.

To weigh this, lower the channel edge by one quantum, to $-15$ meV, with all else fixed. This gives the electrons the phonon energy for free, and the elastic current becomes $J_{\rm open}=2.1\times10^3$ pA/$\mu$m. The simple product $J_{\rm open}e^{-2\kappa L}=3.8\times10^{-3}$ pA/$\mu$m is about 19 times the true elastic current. One reason is that $2\kappa$ grows below the source edge: at $-5$ meV it is 1.015 nm$^{-1}$. Over 15 nm the exponent rises by $0.134\times15=2.0$ within 5 meV, so electrons within 5 meV of the edge carry nearly 60\% of the current, and those within 3 meV about a third. The open channel accepts a window of 15 meV.

\subsection{The phonon cost}

At the same length the phonon current is 3.3 pA/$\mu$m. Defining the price by $J_{\rm ph}=PJ_{\rm open}$,
\begin{equation}
P=\frac{3.284}{2088}=1.6\times10^{-3}.
\end{equation}
The extra digits only show the arithmetic. Changing the lattice cell and the energy and wave-number meshes moves $J_{\rm ph}$ by up to 4\% and $J_{\rm open}$ by up to 7\%, so $P$ lies between about $1.5\times10^{-3}$ and $1.7\times10^{-3}$, and $L_*$ below moves by less than 0.1 nm. The exponentials now decide: $P$ is small, but nearly a thousand times larger than $e^{-2\kappa L}$. The factor of about 19 found above, by which the simple product overstates the elastic current, multiplies this advantage, and $J_{\rm ph}/J_{\rm el}=1.6\times10^4$.

The estimate (\ref{eq:result}) gives
\begin{equation}
L_*=\frac{\ln(1/0.001573)}{0.8813}\ \text{nm}=\frac{6.455}{0.8813}\ \text{nm}=7.3\ \text{nm}.
\end{equation}
The computed currents cross at 6.5 nm. From 10 to 20 nm the elastic current falls from $4.4\times10^{-2}$ to $1.3\times10^{-6}$ pA/$\mu$m, while the phonon current goes from 3.6 to 3.2 pA/$\mu$m.

At $L=2$ nm the phonon current is much larger. Electrons within 0.1 eV of the source edge give 92 pA/$\mu$m, but this is still only 4.6\% of their elastic current. Deeper electrons, left out here, add about a tenth to both currents at this short length. The count includes electrons which first tunnel elastically and then absorb a phonon near the drain. Such events add no new carriers, and their number grows with the length of drain included, here 2 nm beyond its ramp. The value at this short length is therefore not a pure leakage current.

\subsection{Where the events occur}

Of the absorption events, 45\% occur in the flat source region, 10\% in the junction and 45\% beyond it. The minimum of $\Phi$ at midgap does not contradict this. The junction field is $(1.1-0.015)/3=0.362$ V/nm, so the phonon lowers the junction exponent by only
\begin{equation}
\frac{2mW}{Fv}=\frac{1.1\times0.030}{0.362\times0.2895}=0.3.
\end{equation}
Such a shallow minimum cannot confine the events. Near the band edges $\kappa$ is small, so the evanescent tail is long and overlaps well with the propagating wave. The near equality of the two outer shares fits a symmetry of the energies. For $-15\ \text{meV}<E<0$, the raised electron lies $W+E$ above the source valence edge, and the original one $\delta-E$ below the channel conduction edge. Over this window both distances cover the same range, from $\delta$ to $W$, here 15 to 30 meV. The same holds for any $\delta$ between 0 and $W$, with the window $-(W-\delta)<E<0$.

\section{Limits and neglected contributions}

\paragraph{Channel edge.} As $\delta\to0$, $\kappa\to0$ at $E=0$ and the estimate $L_*$ grows without bound. The estimate then fails, because it uses only the electron at the source edge. At $\delta=0$ those with $E<0$ still decay in the channel, with $\kappa=\sqrt{2m|E|-E^2}/v$, so a long channel still suppresses the elastic current. As $\delta\to W$, the window $W-\delta$ for one-phonon entry into the band closes. At $\delta=45$ meV even the raised electron must tunnel through the channel. The elastic and one-phonon currents fall to $4.6\times10^{-8}$ and $2.3\times10^{-7}$ pA/$\mu$m, a ratio of only 5. First order is no longer sufficient there. Two phonons supply 60 meV, and if each costs $P$, their current is of order $P^2J_{\rm open}\approx5\times10^{-3}$ pA/$\mu$m.

\paragraph{Temperature.} With the band edges fixed, cooling to 77 K lowers the phonon current to 0.10 pA/$\mu$m, mainly because $n$ drops to 0.011. The elastic current is then $2.5\times10^{-4}$ pA/$\mu$m, so the phonon path still leads by a factor of about 400. At 400 K the phonon current is 5.0 pA/$\mu$m.

\paragraph{Polar coupling.} Polar phonons also create an electric field, which the deformation potential leaves out. If the sublattices move apart by $u_0$, a Born charge $Ze$ in a cell of area $A_c$ gives the polarization $Zeu_0/A_c$. At wave number $q$ its bound charge is $q$ times this, and the Coulomb energy per unit charge density in a sheet is $e/[2\epsilon_0q(\epsilon+r_0q)]$, with surrounding permittivity $\epsilon$ and screening length $r_0$. The electron energy therefore shifts by
\begin{equation}
G=\frac{e^2}{2\epsilon_0}\,\frac{Z}{A_c}\,\frac{u_0}{\epsilon+r_0q},\qquad u_0=\sqrt{\frac{\hbar^2}{2\mu W}},
\end{equation}
where $\mu$ is the reduced mass of one Mo against two Te atoms. The quantity to compare with $K$ is $A_cG^2$. A rough estimate with $Z=3$, $r_0=6$ nm, $\epsilon=4$ and $q=1$ nm$^{-1}$ gives a strength 8 times $K$. Treated as a local coupling, it would raise $P$ to $1.4\times10^{-2}$ and the phonon current to about 30 pA/$\mu$m. Since $G\propto1/(\epsilon+r_0q)$, smaller wave numbers couple more strongly: at $q=0.5$ nm$^{-1}$ the strength is about 17 times $K$, and $P$ becomes about 0.03. The price would still be well below one, and the crossover estimate would shorten to between 4 and 5 nm.

\paragraph{Other paths.} Phonon emission in the channel lowers the electron deeper into the gap. The computed emission count, $4\times10^{-6}$ pA/$\mu$m, also includes electrons that first tunnel elastically and then emit in the drain. These add no new carriers, so the count is an upper bound on the current that emission adds. Thermionic flow over the source conduction edge gives $10^{-10}$ pA/$\mu$m. At the drain, the channel valence edge lies 0.685 eV below the drain conduction edge, so neither elastic nor one-phonon tunnelling connects them.

\paragraph{Relation to real devices.} The 1.1 eV used here is close to the optical gap of monolayer MoTe$_2$. The transport gap is larger by the exciton binding energy, which is several tenths of an eV and depends on the surroundings. For a junction of fixed width $w$, $F\simeq2m/w$ turns (\ref{eq:S0}) into $S_0\simeq(\pi w/2)\sqrt{mM}/\hbar$. A gap of 1.5 eV at unchanged mass raises this from 9.0 to 10.5 and lowers both currents by a factor of about 5, with little effect on their ratio. The junction field, 3.6 MV/cm, is high and presumes a very abrupt junction; a wider one also lowers both currents. The model also assumes a clean, uniform gap, which real devices need not have. Shifting the whole channel edge by 30 meV down raises the elastic current to $2.1\times10^3$ pA/$\mu$m, and 30 meV up lowers the one-phonon current to $2.3\times10^{-7}$ pA/$\mu$m. Disorder on that scale can therefore change the leakage by orders of magnitude. Acoustic phonons, defect states and gate leakage can add currents not sized here, so 3.3 pA/$\mu$m is a model value for one mechanism, not a forecast of measured leakage.

Within this model, take a source that filters energies and a $\delta$ between 0 and $W$ but not close to either. Once the channel is well beyond $L_*$, lengthening it further suppresses the elastic current, which is already the smaller, and leaves the phonon current almost unchanged. Raising the channel edge above $W$ closes the one-phonon window, after which multiphonon and defect paths must be weighed. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Gap 1.1 eV; mass 0.5 m_e; phonon 30 meV
Deformation potential 20 eV/nm
Cell mass 351 u; cell area 0.107 nm^2
Channel edge 15 meV; bias 0.4 V; T 300 K
Junction 3.0 nm; channel 15.0 nm
Drain ramp 3.0 nm; lattice cell 0.1 nm
hbar*velocity 0.2895 eV nm; coupling K 8.495e-05 eV^2 nm^2
Phonon occupation 0.4563
Band-edge absorption time 2.59 ps
Density of states, lattice/formula 1.00086
Golden-rule relative error -5.86e-06
Decay 2kappa at -5 meV: lattice 1.0152 /nm
Decay 2kappa at -5 meV: formula 1.0153 /nm
Field exponent: lattice 36.414, formula 36.472
Test fields 0.06, 0.09 V/nm; test quantum 0.4 eV
Phonon path log ratio: lattice 9.816
Phonon path log ratio: formula 9.780
L (nm), elastic (pA/um), phonon (pA/um), phonon/elastic
2  1.982e+03  9.177e+01  4.631e-02
4  8.306e+01  7.781e+00  9.368e-02
6  5.291e+00  2.591e+00  4.897e-01
8  4.428e-01  3.475e+00  7.848e+00
10  4.387e-02  3.636e+00  8.288e+01
15  2.036e-04  3.284e+00  1.613e+04
20  1.283e-06  3.209e+00  2.501e+06
Crossover length 6.51 nm
Channel 2kappa at source edge 0.8813 /nm
Channel factor exp(-2 kappa L) 1.815e-06
Elastic current, edge lowered by W 2.088e+03 pA/um
Price of one phonon event 1.573e-03
Estimated crossover 7.32 nm
Event share in flat source 0.454
Event share in junction 0.099
Event share in channel and drain 0.446
n-type source control, phonon/elastic 2.137e-02
Emission branch 4.432e-06 pA/um
Thermionic current 1.092e-10 pA/um
At 77 K: elastic 2.479e-04, phonon 1.024e-01 pA/um
At 400 K: elastic 1.991e-04, phonon 5.029e+00 pA/um
Edge at 45 meV: elastic 4.566e-08, phonon 2.322e-07 pA/um
Polar inputs: charge 3.0 e, screening 6.0 nm
Polar inputs: permittivity 4.0, q 1.0 /nm
Polar/deformation coupling strength 8.10
Price with polar coupling added 1.431e-02
Junction field 3.62 MV/cm
Drain-side band separation 0.685 eV
\end{verbatim}
